\section*{Why a narrow copper line does not have bulk thermal conductivity}

\section{Definitions and conventions}

A metal line runs along $z$, with length $\ell$ and cross-section $A$. It carries an electric current density $j$ and a heat current density $q$, both counted positive along $+z$. The electron charge is $-e$ with $e>0$, and $k$ is Boltzmann's constant. SI units are used, with resistivities quoted in microohm cm.

The driving field $\mathcal E$ is the electric field plus $(1/e)\,d\mu/dz$, where $\mu$ is the chemical potential. Its integral along the line is the voltage that a voltmeter reads. The resistivity $\rho=1/\sigma$ is defined at uniform temperature by $\mathcal E=\rho j$. The thermal conductivity $\kappa$ is defined at zero electric current:
\begin{equation}
q=-\kappa\,\frac{dT}{dz}\qquad (j=0).
\end{equation}
Electron energies are measured by $x=(\varepsilon-\mu)/kT$, and $f(x)=1/(e^x+1)$ is the equilibrium occupation.

\section{The belief and its appeal}

The belief is this: copper conducts heat at roughly 400 W/(m K), so a copper line does too, however narrow it is. The resistivity may have to be corrected for size, but the thermal conductivity is a property of the material.

There is something reasonable in it. Density and heat capacity per volume are properties of this kind, and a line some tens of nanometres wide still contains very many atoms across its width. Heat also suggests vibrating atoms, and it is not obvious why a surface that obstructs electrons should obstruct heat.

The weak point is that in copper most of the heat is carried by electrons. A transport coefficient depends on how far its carriers travel before they are scattered. Surfaces and grain boundaries shorten that distance, and the higher resistivity of the line is the evidence that they have done so. The question is whether the heat current suffers by the same factor.

\section{One scattering problem, two currents}

Let the temperature and $\mu$ vary slowly along $z$. The local equilibrium occupation $f$ then changes along the line by
\begin{equation}
\frac{\partial f}{\partial z}=\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[\frac{d\mu}{dz}+\frac{\varepsilon-\mu}{T}\frac{dT}{dz}\right],
\end{equation}
because $f$ depends on $(\varepsilon-\mu)/kT$. The electric field $E$ exerts the force $-eE$, which adds $eE$ to the bracket. To first order in the gradients, the stationary Boltzmann equation for the deviation $\delta f$ is
\begin{equation}
\mathbf v_\perp\!\cdot\nabla_\perp\delta f+C\,\delta f
=-v_z\left(-\frac{\partial f}{\partial\varepsilon}\right)X,\qquad
X=e\mathcal E+\frac{\varepsilon-\mu}{T}\frac{dT}{dz}.
\end{equation}
Here $C$ describes scattering, and the first term describes motion across the line, where surfaces matter.

Now assume that all scattering is elastic, at the surfaces as well as inside. Each energy then forms a separate linear problem, in which $(-\partial f/\partial\varepsilon)X$ is a constant factor. The solution is
\begin{equation}
\delta f=-\left(-\frac{\partial f}{\partial\varepsilon}\right)X\,\Lambda,
\end{equation}
where $\Lambda$ is a length fixed by geometry and scattering. With a uniform relaxation time $\tau$ it is $v_z\tau$. In a narrow line whose surfaces scatter electrons diffusely it is shorter, but it is the same $\Lambda$ whether $X$ comes from a field or from a temperature gradient. Grain boundaries are included here as part of a uniform scattering rate, which presumes many grains along the line.

Each electron carries charge $-e$ and heat $\varepsilon-\mu$. Summing $v_z\delta f$ over states, with $\mathcal V$ the volume and a factor 2 for spin, and defining
\begin{align}
S(\varepsilon)&=\frac{2e^2}{\mathcal V}\sum_{\mathbf k}\langle v_z\Lambda\rangle\,
\delta(\varepsilon-\varepsilon_{\mathbf k}),\\
K_n&=\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)
S(\varepsilon)(\varepsilon-\mu)^n,
\end{align}
with the angle brackets an average over the cross-section, gives
\begin{align}
j&=K_0\mathcal E+\frac{K_1}{eT}\frac{dT}{dz},\\
q&=-\frac{K_1}{e}\mathcal E-\frac{K_2}{e^2T}\frac{dT}{dz}.
\end{align}
In $j$ the two minus signs, from the charge and from $\delta f$, cancel; in $q$ the one from $\delta f$ remains.

At uniform temperature $\sigma=K_0$. At $j=0$ the first equation requires $\mathcal E=-(K_1/eTK_0)\,dT/dz$. Inserting this in the second gives
\begin{equation}
\kappa=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right),\qquad
\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left(\frac{K_2}{K_0}-\frac{K_1^2}{K_0^2}\right).
\label{ratio}
\end{equation}
A common factor in $S$ cancels from the ratio. If surfaces reduce $S$ to a third, they reduce both conductivities to a third.

\section{The value of the ratio}

The weight $-df/dx=e^x/(1+e^x)^2$ is even in $x$ and confines the integrals to a few $kT$ around $\mu$. If $S$ hardly changes over that range, it can be taken outside. Then $K_1=0$ by symmetry, and $K_2/K_0=(kT)^2I_2$ with
\begin{align}
I_2&=2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx
=4\int_0^\infty xf\,dx\\
&=4\sum_{m=1}^\infty(-1)^{m+1}\int_0^\infty xe^{-mx}dx
=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.
\end{align}
The first line is an integration by parts with vanishing boundary terms. The second expands $f$ in powers of $e^{-x}$. The alternating sum is $\sum 1/m^2=\pi^2/6$ minus twice its even terms, $\pi^2/6-2\cdot\pi^2/24=\pi^2/12$. The result is the Wiedemann--Franz law,
\begin{equation}
\kappa=\frac{L_0T}{\rho},\qquad L_0=\frac{\pi^2}{3}\left(\frac{k}{e}\right)^2
=2.443\times10^{-8}\ \mathrm{W\,\Omega/K^2}.
\label{wf}
\end{equation}

How much does the energy dependence of $S$ matter? Take $S\propto\varepsilon^s\propto(1+tx)^s$ with $t=kT/\mu$, and expand to second order in $t$. The fourth moment follows in the same way as $I_2$ and is $I_4=7\pi^4/15$. Then, apart from a common factor,
\begin{align}
K_0&=1+\frac{\pi^2}{6}s(s-1)t^2,\qquad
\frac{K_1}{kT}=\frac{\pi^2}{3}st,\\
\frac{K_2}{(kT)^2}&=\frac{\pi^2}{3}\left[1+\frac{7\pi^2}{10}s(s-1)t^2\right].
\end{align}
Putting these into (\ref{ratio}) and using $7/10-1/6=8/15$, one finds for the Lorenz ratio $L=\kappa/(\sigma T)$
\begin{equation}
\frac{L}{L_0}=1+\pi^2t^2\left[\frac{8}{15}s(s-1)-\frac{s^2}{3}\right].
\end{equation}
For $s=3/2$ the bracket is $-0.35$. With a Fermi energy of 7 eV, $t=0.0037$ at 300 K, and the relative correction is $-5\times10^{-5}$. Smooth band structure is no obstacle to the law at this temperature.

\section{The number that refutes the belief}

Let the copper in a line have $\rho=5$ microohm cm, or $5\times10^{-8}\ \Omega\,$m, at 300 K. Equation (\ref{wf}) gives
\begin{equation}
\kappa=\frac{2.443\times10^{-8}\times300}{5\times10^{-8}}
=146.6\ \mathrm{W/(m\,K)},
\end{equation}
or 147 to three figures. The rough bulk value of 400 W/(m K) is 2.73 times larger. To keep it, the electrons in the line would need a Lorenz ratio of $2.73\,L_0$ if they carried all the heat, and still about $2.66\,L_0$ if the lattice carried 10 W/(m K) of it, although elastic scattering gives them $L_0$. The pair ``narrow-line resistivity, bulk thermal conductivity'' therefore describes no metal to which the derivation applies.

The area must be treated consistently. Equation (\ref{wf}) can be written for the line as a whole, with resistance $R=\rho\ell/A$:
\begin{equation}
\frac{\kappa A}{\ell}=\frac{L_0T}{R}.
\end{equation}
The electronic thermal conductance follows from the measured resistance without any area. If $\rho$ refers to the copper alone, as here, then $\kappa$ does too, and must be multiplied by the copper area without the liner.

\section{When electrons exchange energy with phonons}

At 300 K part of the resistivity comes from phonons, and an electron that absorbs or emits one changes its energy. The separation into independent energies then fails. A simple model shows the direction and the size of the effect: all phonons have energy $wkT$, they scatter electrons equally into all directions, and the density of states and the electron speed are constant over the few $kT$ that matter.

Write $\delta f=f(1-f)\varphi$, and let $W$ be the rate for a transition from a state to another one, marked by a prime. In equilibrium, forward and backward flows are equal, $Wf(1-f')=W'f'(1-f)$. Since $\varphi$ is the first-order change of $\ln[f/(1-f)]$, the net flow is $Wf(1-f')(\varphi-\varphi')$. For a current-carrying deviation $\varphi$ is odd in direction, so the sum over final directions removes $\varphi'$. Division by $f(1-f)$ leaves a true relaxation rate,
\begin{equation}
\frac1\tau=\sum W\,\frac{1-f'}{1-f}.
\end{equation}

Let $g$ be the coupling strength and $N=1/(e^w-1)$ the phonon occupation. Absorption has strength $gN$ and emission $g(N+1)$. With $a=e^x$ and $b=e^w$,
\begin{align}
N\frac{1-f(x+w)}{1-f(x)}&=\frac{b(1+a)}{(b-1)(1+ab)}=N+f(x+w),\\
(N+1)\frac{1-f(x-w)}{1-f(x)}&=\frac{b(1+a)}{(b-1)(a+b)}=N+1-f(x-w).
\end{align}
The last forms are confirmed by bringing them to a common denominator. Adding the two, and a rate $\Gamma$ for elastic scattering,
\begin{align}
\frac1\tau&=\Gamma+g\left[2N+1+f(x+w)-f(x-w)\right]\\
&=\Gamma+g\left[2N+1-\frac{\sinh w}{\cosh x+\cosh w}\right].
\end{align}
The subtracted fraction is largest at $x=0$. Electrons at the Fermi level are therefore scattered least, and $\tau$ falls as $|x|$ grows.

The heat current draws on electrons away from $x=0$, because of the factor $x^2$ in
\begin{equation}
\frac{L}{L_0}=\frac{3}{\pi^2}\,\frac{\langle x^2\tau\rangle}{\langle\tau\rangle},
\end{equation}
where the brackets now denote averages with weight $-df/dx$. For two independent values $x$ and $y$ drawn with this weight,
\begin{equation}
\langle x^2\tau\rangle-\langle x^2\rangle\langle\tau\rangle
=\tfrac12\left\langle(x^2-y^2)\,[\tau(x)-\tau(y)]\right\rangle<0,
\end{equation}
since the two factors have opposite signs. Hence $L<L_0$ in this model: inelastic scattering makes the thermal conductivity lower still, and does not rescue the bulk value.

Two limits restore the law. For $w\to0$ the constant $2N+1$ grows as $2/w$ while the fraction vanishes, so $\tau$ becomes independent of energy. For $\Gamma\gg g(2N+1)$ the elastic rate dominates, with the same consequence.

For numbers, take $w=1$, for which $N=0.582$. The phonon rate is $1.70\,g$ at $x=0$ and $2.12\,g$ at $x=4$. With phonons alone, $L/L_0=0.907$. Assigning to them the rough bulk resistivity of 1.7 microohm cm gives $\kappa=391$ W/(m K). That this lies near 400 is no proof of the model, since $w$ was a round choice.

In the line, let phonons scatter as in the bulk and let elastic scattering raise the resistivity from 1.7 to 5 microohm cm. This requires $\Gamma=3.55\,g$. The Lorenz ratio rises to $0.966\,L_0$, and
\begin{equation}
\kappa=0.966\times146.6\approx142\ \mathrm{W/(m\,K)}.
\end{equation}
In this model the added elastic scattering thus brings the line closer to the Wiedemann--Franz law than the bulk metal is. A solution of the full collision problem for two directions, with scattering into each state retained, gives the same two Lorenz ratios. The model leaves out the spread of phonon energies and the link between a phonon's energy and the angle through which it scatters an electron, so its 3 per cent reduction indicates only an order of magnitude and is not a prediction for copper.

The lattice itself also conducts. Its share is not derived here. An assumed allowance of 10 W/(m K), meant only as an order of magnitude, added to the Wiedemann--Franz value gives 157 W/(m K). The two corrections, about $-5$ and $+10$ W/(m K), have opposite signs and together give about 152 W/(m K). A fair statement for the line is therefore ``about 150'', and 146.6 is neither an upper nor a lower bound.

\section{What the error does to the temperature}

\subsection{A line cooled through its ends}

Suppose that the ends stay at $T_0=300$ K and no heat leaves through the sides. With constant $\rho$ and $\kappa$, and $z=0$ at the midpoint, the temperature rise $\theta=T-T_0$ obeys
\begin{equation}
\kappa\frac{d^2\theta}{dz^2}+j^2\rho=0,\qquad
\theta=\frac{j^2\rho}{2\kappa}\left(\frac{\ell^2}{4}-z^2\right).
\end{equation}
The midpoint rise is $j^2\rho\ell^2/8\kappa$. For $\ell=10$ micrometres and $j=10^{11}$ A/m$^2$,
\begin{equation}
\theta(0)=\frac{10^{22}\times5\times10^{-8}\times10^{-10}}{8\times146.6}
=42.6\ \mathrm K .
\end{equation}
The bulk value of $\kappa$ gives 15.6 K, too low by the full factor of 2.73. This case describes a suspended line at a high current density (10 MA/cm$^2$) and is chosen to expose the error. An embedded interconnect heats far less, as shown below.

At such a rise $\kappa$ and $\rho$ are not quite constant. If (\ref{wf}) holds at every point, the problem can still be solved. Let $u(z)$ be the integral of the driving field from the midpoint, so that $du/dz=j\rho$. Thermoelectric (Thomson) heat is neglected, in keeping with small $K_1$. Energy conservation is then $dq/dz=j\,du/dz$, and $q(0)=0$ by symmetry, so $q=ju$. Setting this equal to $-(L_0T/\rho)\,dT/dz$ and multiplying by $\rho$,
\begin{equation}
L_0T\frac{dT}{dz}=-j\rho u=-u\frac{du}{dz}.
\end{equation}
Both sides are derivatives of squares. Integrating from the midpoint to an end, where $u=V/2$ for a total voltage $V$, gives
\begin{equation}
T_{\rm mid}^2=T_0^2+\frac{V^2}{4L_0}.
\label{mid}
\end{equation}
Neither length nor resistivity appears, and $\rho$ may depend on temperature. For small $V$ the rise is $V^2/8L_0T_0$, which is the earlier result with $V=j\rho\ell$ and $\kappa=L_0T_0/\rho$.

With constant $\rho$ the voltage is 50 mV, and (\ref{mid}) gives 340.0 K. The rise of 40.0 K is below 42.6 K because $\kappa$ now grows with $T$. If the phonon part of $\rho$ is proportional to $T$, the resistivity rises by the fraction $1.7/(5\times300)=0.00113$ per kelvin. At the same current density the voltage becomes 51.6 mV, and the midpoint reaches 342.4 K. Numerical solutions of the heat equation agree with (\ref{mid}) within 1 mK in both cases.

\subsection{A line that also loses heat through its sides}

A line embedded in a dielectric loses heat sideways. Let this loss be $G\theta$ per unit length. The balance for a short piece of line is
\begin{equation}
\kappa A\frac{d^2\theta}{dz^2}-G\theta+j^2\rho A=0.
\end{equation}
With the healing length $\lambda=\sqrt{\kappa A/G}$ and the plateau $\theta_\infty=j^2\rho A/G$, the solution that vanishes at both ends is
\begin{equation}
\theta=\theta_\infty\left[1-\frac{\cosh(z/\lambda)}{\cosh(\ell/2\lambda)}\right],
\qquad
\theta(0)=\theta_\infty\left[1-\frac{1}{\cosh(\ell/2\lambda)}\right].
\end{equation}
For $\ell\ll\lambda$, $1-1/\cosh y\approx y^2/2$ returns $j^2\rho\ell^2/8\kappa$. For $\ell\gg\lambda$ the midpoint sits at $\theta_\infty$, which does not contain $\kappa$.

Take a cross-section of 40 nm by 80 nm, $A=3.2\times10^{-15}$ m$^2$, and $G=1$ W/(m K), with the same $\rho$ and $j$. The plateau is $\theta_\infty=1.60$ K. The healing length is 0.685 micrometres with the Wiedemann--Franz $\kappa$ and 1.13 micrometres with the bulk value. The midpoint rises are:

\begin{center}
\begin{tabular}{lcc}
Length & $\kappa=146.6$ W/(m K) & $\kappa=400$ W/(m K)\\
1 micrometre & 0.349 K & 0.144 K\\
10 micrometres & 1.598 K & 1.561 K
\end{tabular}
\end{center}

In the short line the bulk value predicts 41 per cent of the rise found with the Wiedemann--Franz value. In the long line it predicts 98 per cent. A correct midpoint temperature in a long embedded line is thus no evidence for the thermal conductivity that was put in.

The ends of the long line remain sensitive. The heat flowing out at each end is
\begin{equation}
\kappa A\left|\frac{d\theta}{dz}\right|_{\rm end}
=\theta_\infty\sqrt{\kappa AG}\,\tanh\frac{\ell}{2\lambda}.
\end{equation}
For $\ell\gg\lambda$ this varies as $\sqrt\kappa$, so the bulk value overstates it by $\sqrt{2.73}=1.65$. This matters wherever the line is relied on to carry heat to a contact.

\section{Where the replacement rule holds}

For a narrow line the rule is to take the resistivity of that line, at its own temperature, and use $L_0T/\rho$ for the electronic part. It needs electrons that lose their current mainly by elastic scattering, or by phonons of energy well below $kT$, and a line long enough for local conductivities to have meaning. On cooling at fixed phonon energy, $w$ grows and the phonon part of the scattering departs further from the elastic case, but it also becomes weaker. With a fixed elastic rate, the Lorenz ratio of the model line therefore first falls further below $L_0$ and then returns to it, as elastic scattering takes over. The rule fails as an estimate of the total when the lattice part is no longer small beside the electronic one, as can happen in a poor conductor. For the line considered here the lattice allowance is about 7 per cent of the electronic value, far short of the gap between 147 and 400 W/(m K). The values used above are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature of line ends: 300 K
Line resistivity: 5.0 microohm cm
Rough bulk resistivity: 1.7 microohm cm
Rough bulk thermal conductivity: 400 W/(m K)
Lorenz number L0: 2.44300e-08 W ohm/K^2
Wiedemann-Franz line kappa: 146.6 W/(m K)
Bulk kappa / line kappa: 2.73
Rough lattice allowance: 10 W/(m K)
Line kappa with allowance: 156.6 W/(m K)
Chosen Fermi energy: 7.0 eV
kT / Fermi energy: 0.00369
Relative band correction, power 1.5: -4.71e-05
Phonon energy / kT: 1.0
Phonon occupation: 0.5820
Phonon rate at x=0: 1.7018 coupling units
Phonon rate at x=4: 2.1232 coupling units
Elastic rate in line: 3.5509 coupling units
L/L0, phonons only: 0.9068
L/L0, line with elastic scattering: 0.9664
Phonon-model bulk kappa: 390.9 W/(m K)
Phonon-model line kappa: 141.7 W/(m K)
Line width: 40 nm
Line height: 80 nm
Cross-section: 3.20e-15 m^2
Current density: 1.0e+11 A/m^2
Side loss G: 1.0 W/(m K)
Short length: 1 micrometre
Long length: 10 micrometre
Isolated long line, constant WF kappa: rise 42.64 K
Isolated long line, constant bulk kappa: rise 15.63 K
Resistivity temperature coefficient: 0.00113 1/K
Isolated long line, kappa=L0*T/rho, constant rho: V 50.000 mV, T_mid 339.98 K
Isolated long line, kappa=L0*T/rho, rho(T): V 51.614 mV, T_mid 342.44 K
Healing length, WF kappa: 0.685 micrometre
Healing length, bulk kappa: 1.131 micrometre
Side-cooled plateau rise: 1.600 K
Side-cooled 1 micrometre, WF kappa: rise 0.349 K
Side-cooled 1 micrometre, bulk kappa: rise 0.144 K
Side-cooled 10 micrometre, WF kappa: rise 1.598 K
Side-cooled 10 micrometre, bulk kappa: rise 1.561 K
Bulk/WF rise ratio, short side-cooled line: 0.414
Bulk/WF rise ratio, long side-cooled line: 0.977
\end{verbatim}
